Steady-state density functional theory and the exchange-correlation bias of a junction, part 1

(Sections cited here and not found follow in the second part.)

PART I. DENSITY, CURRENT AND THE ZERO-BIAS CONDUCTANCE

1. The form of the answer

Take two junctions that hold the same electron density and carry the same small current I. In the first the electrons interact and the bias is V. In the second, the Kohn-Sham (KS) junction, they do not interact and the bias is V_s. The difference V_xc = V_s − V is the exchange-correlation bias.

Without a magnetic field, reversing time reverses the current but leaves an equilibrium state as it was. Hence no current flows at zero bias, whatever gate potential acts on the junction, and to first order a small current depends on the bias alone:

I = G V = G_s V_s.

Zero current belongs to zero bias in both junctions, so V_xc also starts linearly, V_xc = V′ I. The three constants G, G_s and V′ have the dimensions of current per bias, current per bias, and bias per current. The only dimensionless product of G_s and V′ is z = G_s V′, so G = G_s F(z). The function F follows from adding the biases:

V_s = V + V_xc, hence I/G_s = I/G + V′ I, hence 1/G = 1/G_s − V′.

Multiplying by G_s gives G_s/G = 1 − z, and therefore F(z) = 1/(1 − z). The exchange-correlation bias acts as a resistance −V′ in series with the KS junction. It remains to show that V_xc is a function of density and current, and at what is held fixed V′ must be taken.

2. Setting and theorem

Atomic units are used in the algebra, with Boltzmann's constant absorbed in the temperature T. Then current and energy have the same unit, and conductance is in e²/ħ. Numbers are given in eV, so a current in eV is to be multiplied by e/ħ.

A region R, in which electrons may interact, lies between a left and a right lead of non-interacting electrons. R is divided into finitely many cells i. The operator N_i counts the electrons in cell i, n_i is its mean, and v_i is the potential energy of an electron there. The leads have chemical potentials

μ_L = +V/2, μ_R = −V/2,

and the current I counts electrons flowing from left to right. The symbols n and v without an index stand for all cells together. The assumptions are these.

(A1) There is no magnetic field and no spontaneous breaking of time reversal.
(A2) Both leads have the same temperature T > 0. Leads and couplings are given and are the same in the KS junction. The sum of the squared couplings between R and the leads is finite.
(A3) For each (v, V) near V = 0 there is one steady state, and n and I are continuously differentiable in (v, V). The same holds for the KS junction.
(A4) The zero-bias conductances G and G_s are positive.
(A5) The equilibrium density considered is also the equilibrium density of a KS junction with some potential v_s.

Theorem 1. Near a reference state with V = 0:

(a) the pair (n, I) determines (v, V), and also the KS pair (v_s, V_s), so that v_Hxc = v_s − v and V_xc = V_s − V are functions of (n, I);

(b) V_xc[n, 0] = 0;

(c) with the derivative taken at fixed n and at I = 0,

G = G_s / (1 − G_s ∂V_xc/∂I).

(d) Let M_s be the matrix of derivatives of (n, I) with respect to (v_s, V_s), M that with respect to (v, V), and K that of (v_Hxc, V_xc) with respect to (n, I). Wherever M and M_s are invertible, also at finite bias,

M = (1 − M_s K)⁻¹ M_s.

The subscript Hxc means Hartree, exchange and correlation together. The functionals depend on the interaction in R, the leads, the couplings, the temperature and the choice of R, but not on v and V separately.

3. Two lemmas on equilibrium

Lemma 1. At V = 0 the current vanishes for every v, so ∂I/∂v_i = 0 there.

Proof. At V = 0 both leads have chemical potential zero. The equilibrium state ρ = exp(−H/T)/Z is stationary, and by (A3) it is the steady state. By (A1) it is unchanged under time reversal, while the current operator changes sign. Its mean equals its own negative and is zero. This holds for every v, so the derivative with respect to v is zero as well. ∎

Lemma 2. At V = 0 the matrix χ_ij = ∂n_i/∂v_j is negative definite.

Proof. Change the potential along a direction w, so that H becomes H + λA with A = Σ_i w_i N_i. Then w·χ·w = d⟨A⟩/dλ. With β = 1/T, the exponential has the derivative

d exp(−βH)/dλ = −∫₀^β dτ exp(−(β−τ)H) A exp(−τH).

Take first long but finite leads, with eigenstates m of energy E_m and probability p_m. The integral over τ turns exp(−(β−τ)E_n − τE_m) into (exp(−βE_n) − exp(−βE_m))/(E_m − E_n). The change of Z subtracts the mean, A → δA = A − ⟨A⟩. Hence

−w·χ·w = D = Σ_mn |δA_mn|² (p_n − p_m)/(E_m − E_n).

Each term is non-negative, because the state of lower energy has the larger probability. To see that D stays positive for infinite leads, put y = β(E_m − E_n)/2. Since p_m/p_n = exp(−2y), one has p_n − p_m = (p_n + p_m) tanh y, and

D = (β/2) Σ_mn |δA_mn|² (p_n + p_m) (tanh y)/y.

For y ≥ 0, the inequality tanh y ≥ y/(1 + y) is the same as (1 + y)(e^{2y} − 1) ≥ y(e^{2y} + 1), that is e^{2y} ≥ 1 + 2y, which is true. So (tanh y)/y ≥ 1/(1 + |y|). The weights |δA_mn|²(p_n + p_m) sum to 2⟨δA²⟩. The function 1/(1 + |y|) is convex in |y|, so its weighted mean is at least its value at the mean of |y|, and that mean is at most the root of the mean of y². With B = i[H, A], whose elements have modulus |E_m − E_n||A_mn|, the mean of y² is β²⟨B²⟩/(4⟨δA²⟩). Therefore

D ≥ β⟨δA²⟩ / [1 + (β/2)(⟨B²⟩/⟨δA²⟩)^{1/2}].

Both means concern operators in R and at its contacts, and they stay finite for long leads if the total coupling is finite. At T > 0 all occupations of R occur, so the number A fluctuates for every w ≠ 0 and ⟨δA²⟩ > 0. Hence D > 0. ∎

4. Proof of Theorem 1

(a) By Lemma 1 the matrix M at V = 0 has the blocks

n row: (χ, ∂n/∂V); I row: (0, G).

Its determinant is det χ · G. Lemma 2 and (A4) make it non-zero, and the inverse function theorem gives a differentiable inverse near the reference state. Nothing in the two lemmas required an interaction, so the same holds for the KS junction, which by (A5) has a reference state of the same density.

(b) Take a density n near the reference density, and I = 0. Since χ is invertible, a potential v near the reference one gives this density at V = 0, and by Lemma 1 the current is then zero. By (a) this is the pair (v, V) that belongs to (n, 0), so V = 0. In the same way V_s = 0, and the difference vanishes.

(d) Let the external potentials change by dw = (dv, dV), and let dX = (dn, dI) be the response. The KS junction has the same response, driven by its own potentials:

dX = M_s dw_s, dw_s = dw + K dX.

Inserting the second equation in the first gives (1 − M_s K) dX = M_s dw. Since w_s = w + (v_Hxc, V_xc), differentiation with respect to (n, I) gives M_s⁻¹ = M⁻¹ + K. Hence 1 − M_s K = M_s M⁻¹, which is invertible, and (d) follows.

(c) At I = 0 the current row of M_s is (0, G_s) by Lemma 1. The current-bias row of K is (0, ∂V_xc/∂I), because V_xc[n, 0] = 0 for all neighbouring n makes ∂V_xc/∂n vanish. The last row of the equation in (d) is then

(1 − G_s ∂V_xc/∂I) dI = G_s dV.

The bracket equals G_s/G and is positive, so division is allowed. ∎

Remark. In general the density does respond to the bias, and v_s changes with it. For a single level this happens when the couplings are unequal; with several cells it can happen at equal couplings too. To first order neither change reaches the current. This is why a derivative at fixed density suffices, although the experiment fixes the gate potential. The argument uses I = 0 twice, and at finite bias both uses fail in general.

Remark. In a junction calculation at zero bias, part (b) removes V_xc from the self-consistency cycle. One solves an equilibrium KS problem with v_Hxc[n, 0], obtains G_s, and corrects it with a single slope. A negative slope lowers the conductance and a positive one raises it. Part (a) is a local statement. Part II shows that for one model the map is invertible as a whole.

5. The Kohn-Sham level

Let R now be one spin-degenerate level. Lead states k with energies ε_k couple to it by real amplitudes t_k, and γ_α = 2πΣ_{k in α} t_k² δ(ω − ε_k) is taken as independent of ω over a band much wider than all other energies. Put γ = γ_L + γ_R. For a KS level of energy v_s the operators of one spin obey

i ḋ = v_s d + Σ_k t_k c_k, i ċ_k = ε_k c_k + t_k d.

The second equation integrates to

c_k(t) = e^{−iε_k t} c_k(0) − i t_k ∫₀^t ds e^{−iε_k(t−s)} d(s).

In the first equation one needs Σ_k t_k² e^{−iε_k(t−s)} = Σ_α γ_α δ(t−s). The delta function sits at the end of the integration range and counts one half, so the leads add −(iγ/2)d. At long times

d(t) = Σ_k t_k e^{−iε_k t} c_k(0) / (ε_k − v_s + iγ/2).

With f(x) = 1/(e^{x/T} + 1) and the chemical potentials ±V_s/2, written μ_α^s, the mean of d†d, doubled for spin, is

n = (2/γ) Σ_α γ_α a_α, a_α = ∫dω [(γ/2π)/((ω − v_s)² + γ²/4)] f(ω − μ_α^s).

The square bracket has unit integral, so a_α is the filling function of lead α averaged over the level width. The part of n that came from the left is 2γ_L a_L/γ. For this part the right lead has no incoming term, and the integrated equation for c_k gives dN_R/dt = γ_R d†d, one half from each of two conjugate terms. Electrons from the left therefore arrive on the right at the rate 2γ_L γ_R a_L/γ. Those from the right reach the left at the rate 2γ_L γ_R a_R/γ. The difference is

I = (2γ_L γ_R/γ)(a_L − a_R).

Solving for the fillings,

n/2 + I/(2γ_L) = [γ_L a_L + γ_R a_R + γ_R(a_L − a_R)]/γ = a_L,

and likewise n/2 − I/(2γ_R) = a_R. For γ ≪ T the averaging function is narrow on the scale of f, and

f(v_s − μ_α^s) = a_α. (1)

6. The interacting level

Let two electrons on the level repel each other with energy U > 0. For γ ≪ T, to leading order in γ, electrons hop one at a time with golden-rule rates. An electron of given spin enters from lead α at the rate γ_α f₁ if the level is empty and γ_α f₂ if it holds one electron of the other spin, where

f₁ = f(v − μ_α), f₂ = f(v + U − μ_α).

The reverse hops have 1 − f in place of f. Let p₀, p₁, p₂ be the probabilities of zero, one and two electrons, p₁ counting both spins. The current out of lead α is

I_α = γ_α[2f₁p₀ + f₂p₁ − (1 − f₁)p₁ − 2(1 − f₂)p₂]
= γ_α[f₁(2p₀ + p₁) + f₂(p₁ + 2p₂) − (p₁ + 2p₂)].

Since n = p₁ + 2p₂ and p₀ + p₁ + p₂ = 1, the first bracket is 2 − n, so

I_α = γ_α[(2 − n)f₁ + n f₂ − n].

In the steady state I_L = I and I_R = −I. Dividing by γ_α and adding n gives, for each lead,

(2 − n) f(v − μ_α) + n f(v + U − μ_α) = 2a_α, (2)

with the same a_L = n/2 + I/(2γ_L) and a_R = n/2 − I/(2γ_R) as before. For U = 0 this is equation (1), so the two systems are treated at the same order in γ.

PART II. THE EXCHANGE-CORRELATION BIAS FROM RATE EQUATIONS

7. What is carried over

The level v with repulsion U couples to leads with chemical potentials ±V/2 through γ_L and γ_R, whose sum is γ ≪ T. The current I runs from left to right, n is the number of electrons on the level, and f is the Fermi function. The KS level v_s has bias V_s, with v_Hxc = v_s − v and V_xc = V_s − V. Both systems are described by the lead fillings a_L = n/2 + I/(2γ_L) and a_R = n/2 − I/(2γ_R). The KS level obeys f(v_s − μ_α^s) = a_α (1), and the interacting level obeys (2 − n)f(v − μ_α) + n f(v + U − μ_α) = 2a_α (2). At zero bias G = G_s/(1 − G_s ∂V_xc/∂I), with the slope at fixed n.

8. The inverse map in closed form

Theorem 2. In the rate-equation model, (v, V) and (n, I) are in one-to-one correspondence. The allowed (n, I) are those with 0 < a_L < 1 and 0 < a_R < 1, the same as for the KS level. With u = e^{U/T}, let x_α be the positive root of

2a_α u x² + [2a_α(1 + u) − (2 − n)u − n] x − 2(1 − a_α) = 0, (3)

and let W_α = T ln[(1 − a_α)/(a_α x_α)]. Then

v_Hxc = (W_L + W_R)/2, V_xc = W_R − W_L. (4)

Proof. First, (v, V) fixes n. Since I_L + I_R = 0, the weighted means F₁ and F₂ of f₁ and f₂, with weights γ_α/γ, obey (2 − n)F₁ + nF₂ − n = 0, or

n = 2F₁/(1 + F₁ − F₂).

As F₁ > F₂, the denominator is positive, and n lies between 0 and 2. The current follows from (2). The left side of (2) lies between 0 and 2, so 0 < a_α < 1.

Conversely, let (n, I) be given with both fillings between 0 and 1. Then n = 2(γ_L a_L + γ_R a_R)/γ lies between 0 and 2. Put x_α = exp[(v − μ_α)/T]. Equation (2) becomes

(2 − n)/(1 + x) + n/(1 + ux) = 2a.

Multiplying by (1 + x)(1 + ux) gives

(2 − n)(1 + ux) + n(1 + x) = 2a[1 + (1 + u)x + ux²],

and collecting powers of x gives (3), the constant term being 2a − 2. The product of the roots is −(1 − a)/(au) < 0, so one root is positive and one negative, and the positive one is the solution. Define

E_α = μ_α − v = −T ln x_α.

Because μ_L + μ_R = 0 and μ_L − μ_R = V,

V = E_L − E_R, v = −(E_L + E_R)/2.

At these values equation (2) holds for both leads, so the currents add to zero and the given n is the steady one. For the KS level (1) gives E_α^s = T ln[a_α/(1 − a_α)], with the same relations to V_s and v_s. Hence W_α = E_α − E_α^s, and

V_s − V = (E_L^s − E_L) − (E_R^s − E_R) = W_R − W_L,
v_s − v = [(E_L − E_L^s) + (E_R − E_R^s)]/2 = (W_L + W_R)/2. ∎

Numerical solutions of the full four-state rate equations, for equal and unequal couplings, were inverted with (3). The largest error of the recovered v and V was 2.8×10⁻¹¹ eV.

Near zero bias, V_xc is a function of density and current, and its slope at fixed density turns the KS conductance into the true one; for a single level in the rate-equation model, V_xc is now known in closed form. What remains is to find its bounds, steps and slope, to test the conductance formula at zero and finite bias, and to state the limits of the model.
